# Comparing tight-binding structure energies at equal repulsion or equal second moment, part 2

Which of two crystal structures $s=1,2$ is the more stable in a tight-binding model, and at what sizes should their bond energies be compared? Hartree atomic units are used; energies are per atom unless a cluster is named. The repulsive energy $x=U^{\rm rep}_s(R)$, which decreases strictly with the length $R$, serves as the size coordinate, and a prime means $d/dx$. With $B_s(x)$ the bond energy $U^{\rm bond}_s$ at repulsion $x$,

$$U_s(x)=x+B_s(x)$$

has its minimum at $x_s$, where $B_s'(x_s)=-1$. Define

$$\Delta U=U_2(x_2)-U_1(x_1),\qquad D(x)=B_2(x)-B_1(x).$$

The structural energy difference theorem says that $\Delta U$ is $D(x_1)$ to first order, with

$$D(x_2)\le\Delta U\le D(x_1),$$

$$\Delta U=D(x_1)-\frac{D'(x_1)^2}{2U_1''(x_1)}+\frac12\int_0^1(1-t)^2\,\ddot f\,dt .$$

Here $f(t)=D(x_t)$, $x_t$ minimizes $U_t=U_1+tD$, and

$$\ddot f=\frac{3D'^2D''}{U_t''^2}-\frac{D'^3U_t'''}{U_t''^3}.$$

A test cluster, a four-atom rhombus, has hopping $-h_0e^{-q(r/R_0-1)}$ and repulsion $\phi_0e^{-p(r/R_0-1)}$ at distance $r$, with $q=3$ and $p=9$. Its relaxed reference has $x_1=0.081316$ Ha and $B_1=-0.237051$ Ha per cluster.

Second-moment scaling instead compares band energies at equal second moment $\mu_2$ of the density of states. For $N$ atoms with $n_{\rm o}$ orbitals each, an orthogonal two-centre Hamiltonian $H$ with eigenvalues $e_k$, and fixed on-site levels $\varepsilon_\alpha$ of mean $\bar\varepsilon$,

$$\mu_2=\frac1{Nn_{\rm o}}\sum_\alpha(\varepsilon_\alpha-\bar\varepsilon)^2+\frac1{Nn_{\rm o}}\sum_{\alpha\ne\beta}H_{\alpha\beta}^2 .$$

The first sum depends only on composition. The second, the hopping part $\mu_2^{\rm hop}$, is a sum over ordered pairs of atoms $i\ne j$ at distance $R_{ij}$, each giving $M(R_{ij})$, the sum of the squared bond integrals. Below, $N_d$ is the number of $d$ electrons per atom. For five $d$ orbitals, with one $\sigma$, two $\pi$ and two $\delta$ components,

$$M(R)=dd\sigma^2+2\,dd\pi^2+2\,dd\delta^2 ,$$

and for an $sp$ shell the same count gives $ss\sigma^2+2\,sp\sigma^2+pp\sigma^2+2\,pp\pi^2$. For the canonical ratios $(dd\sigma,dd\pi,dd\delta)=(-6,4,-1)\,h(R)$ one finds $M=(36+2\cdot16+2\cdot1)h^2=70h^2$, and division by $n_{\rm o}=5$ gives 14. So, beside a pair repulsion,

$$\mu_2^{\rm hop}=\frac1{Nn_{\rm o}}\sum_{i\ne j}M(R_{ij}),\qquad U^{\rm rep}=\frac1{2N}\sum_{i\ne j}\phi(R_{ij}),$$

where the factor $\tfrac12$ appears in the repulsion because each pair is counted twice, and does not appear in the moment because the path from $i$ to $j$ and back is distinct from the path from $j$ to $i$ and back.

If $\phi(R)=cM(R)$ with a constant $c>0$, the two sums are proportional term by term,

$$U^{\rm rep}=\tfrac12\,c\,n_{\rm o}\,\mu_2^{\rm hop}.$$

Equal repulsion and equal second moment are then the same condition for every pair of structures of the same composition, whatever their coordination numbers and however many shells of neighbours are counted. The value of $c$ is not needed in order to impose the condition; it enters only through the size of the reference structure, which can be taken as known. In this case second-moment scaling is the structural energy difference theorem, and it inherits the bounds and the second-order error.

The converse also holds. Suppose $M(R)$ is continuous and decreases strictly to zero, and $\phi$ is continuous, so that $\phi=g(M)$ for a continuous $g$. Suppose that equal $\mu_2$ implies equal $U^{\rm rep}$ for all structures. Three structures have all their distances equal, so that no cutoff is needed: the dimer, the equilateral triangle and the regular tetrahedron, with $z=1,2,3$ neighbours per atom, $n_{\rm o}\mu_2^{\rm hop}=zM$ and $U^{\rm rep}=\tfrac12zg(M)$. A dimer with $M=2m$ and a triangle with $M=m$ have equal moments, so $g(2m)=2g(m)$. A dimer with $M=3m$ and a tetrahedron with $M=m$ give $g(3m)=3g(m)$. The ratio $\gamma(m)=g(m)/m$ is therefore unchanged when $m$ is multiplied or divided by 2 or 3, and $\gamma(2^a3^bm)=\gamma(m)$ for all integers $a,b$. (If $M$ is bounded above, the divisions are done first and the multiplications after, so that every intermediate value stays in range.) The numbers $2^a3^b$ come arbitrarily close to any positive number. To see this, take logarithms and set $\rho=\ln3/\ln2$, which is irrational, since $\rho=a/b$ with positive integers would mean $2^a=3^b$, an even number equal to an odd one. Among the fractional parts of $0,\rho,2\rho,\dots,K\rho$, which are all different, two fall in the same one of $K$ equal bins of the unit interval, so some combination $a+b\rho$ is non-zero and no larger than $1/K$ in size. Its integer multiples are again of the form $a+b\rho$ and pass within $1/K$ of any real number. A continuous $\gamma$ that takes one value on a dense set is constant, so $g(M)=cM$.

For a compound the constant must be the same for all species pairs. The argument above gives $c_{AA}$ and $c_{BB}$ for the pure elements. Compare a dimer $A_2$ with $M=m_1$ and a distant dimer $B_2$ with $M=m_2$ against two distant $AB$ dimers with $M=m_3$ (the repulsion being taken to vanish at large distance). The moments are equal when $m_1+m_2=2m_3$, and equal repulsion demands $c_{AA}m_1+c_{BB}m_2=2g_{AB}(m_3)$. Moving $m_1$ up and $m_2$ down at fixed $m_3$ leaves the right side alone, which forces $c_{AA}=c_{BB}=c$, and then $g_{AB}(m_3)=cm_3$. This is a strong condition, and it is the first thing to doubt when second-moment scaling is used on a polar compound.

When $\phi$ is not proportional to $M$, the two conditions can still agree for particular pairs. If both structures have only one bond length and the same coordination $z$, then $\tfrac12z\phi(R)$ and $zM(R)$ are each equal between the structures exactly when $R$ is equal, for any monotonic $\phi$ and $M$. The comparison of face-centred cubic with ideal hexagonal close packing in a twelve-neighbour model is of this kind.

Everything can be done in closed form when there is a single on-site level, taken as zero, and the distance laws are powers,

$$h(R)=h_0\,(R_0/R)^n,\qquad\phi(R)=\phi_0\,(R_0/R)^p,\qquad\lambda=p/n ,$$

so that $\phi\propto h^\lambda$. Let all atoms be equivalent, let $R$ be the nearest-neighbour distance and $R_j=Rd_j$ the distances to the neighbours that are counted, with shape numbers $d_j\ge1$. A power law factorizes, $h(Rd_j)=h(R)d_j^{-n}$, so $H=h(R)\tilde H$ with $\tilde H$ independent of $R$. All eigenvalues scale by the same positive factor, their order and occupation do not change, and the bond energy $U^{\rm bond}=(2/N)\sum_{\rm occ}e_k$, with the 2 for spin, is proportional to $h(R)$. So is $\sqrt{\mu_2}$. Hence

$$U^{\rm bond}=-b\,\sqrt{\mu_2},$$

where $b$ depends on the shape of the density of states and the filling but not on the scale. It is not negative, because the lowest eigenvalues of a traceless matrix have a mean no higher than zero. As an illustration, a rectangular $d$ band of width $W$ holds $10/W$ electrons per unit energy from $-W/2$ to $W/2$, has $\mu_2=W^2/12$ and Fermi level $E_F=-W/2+N_dW/10$, and its bond energy is $(5/W)(E_F^2-W^2/4)=-WN_d(10-N_d)/20$, so $b=\sqrt{12}\,N_d(10-N_d)/20$. Real structures differ from this, and from each other, through their third and higher moments in units of $\mu_2$.

Define the lattice sums $S_k=\sum_jd_j^{-k}$, which equal $z$ for a single shell. With $M=n_{\rm o}ah^2$, where $a=14$ for the canonical $d$ band,

$$x=\tfrac12\phi_0\,(R_0/R)^pS_p,\qquad\mu_2=a\,h_0^2\,(R_0/R)^{2n}S_{2n}.$$

The first equation gives $(R_0/R)^p=2x/(\phi_0S_p)$, and raising it to the power $1/\lambda=n/p$ gives $(R_0/R)^n=[2x/(\phi_0S_p)]^{1/\lambda}$. Substituting in $-b\sqrt{\mu_2}$,

$$B_s(x)=-C\beta_s\,x^{1/\lambda},\qquad\beta_s=b_s\,S_{2n,s}^{1/2}\,S_{p,s}^{-1/\lambda},\qquad C=\sqrt a\,h_0\,(2/\phi_0)^{1/\lambda}.$$

All the structure dependence is in $\beta_s$. The equilibrium condition $B_1'(x_1)=-1$ reads $C\beta_1x_1^{1/\lambda}/(\lambda x_1)=1$, so $B_1(x_1)=-\lambda x_1$ and $U_1(x_1)=-(\lambda-1)x_1$. With $\epsilon=\beta_2/\beta_1-1$,

$$B_1(x)=-\lambda x_1\,(x/x_1)^{1/\lambda},\qquad B_2=(1+\epsilon)B_1,\qquad D=\epsilon B_1 .$$

The derivatives are $B_1'=-(x/x_1)^{1/\lambda-1}$ and $B_1''=(1-1/\lambda)(x/x_1)^{1/\lambda-2}/x_1$. The curvature $U_1''=B_1''$ is positive only for $\lambda>1$: the repulsion must fall off faster than the hopping, or there is no stable equilibrium. For structure 2, $B_2'(x_2)=-1$ means $(1+\epsilon)(x_2/x_1)^{-(\lambda-1)/\lambda}=1$, so $x_2=x_1(1+\epsilon)^{\lambda/(\lambda-1)}$, and $U_2(x_2)=-(\lambda-1)x_2$ by the same argument as for structure 1. The exact difference and the two bounds are

$$\Delta U=-(\lambda-1)x_1\left[(1+\epsilon)^{\lambda/(\lambda-1)}-1\right],$$

$$D(x_1)=-\lambda x_1\epsilon,\qquad D(x_2)=-\lambda x_1\epsilon\,(1+\epsilon)^{1/(\lambda-1)},$$

where the last uses $(x_2/x_1)^{1/\lambda}=(1+\epsilon)^{1/(\lambda-1)}$. All three have the sign of $-\epsilon$. When the bond energies are proportional functions of $x$, the theorem therefore gives the order of stability exactly, however large $\epsilon$ is. With $D'(x_1)=-\epsilon$ and $U_1''(x_1)=(\lambda-1)/(\lambda x_1)$ the second-order term is

$$-\frac{D'^2}{2U_1''}=-\frac{\lambda x_1\epsilon^2}{2(\lambda-1)},$$

in agreement with the binomial series of the exact result, whose $\epsilon^2$ term is $-(\lambda-1)x_1\cdot\tfrac12\cdot\tfrac{\lambda}{\lambda-1}\cdot\tfrac1{\lambda-1}\,\epsilon^2$. Relative to $D(x_1)$ the correction is $\epsilon/[2(\lambda-1)]$. For the cubic term, put $k=U_1''(x_1)$; then $D''=\epsilon k$ and $U_1'''=k(1/\lambda-2)/x_1$, and the formula for $\ddot f$ at $t=0$ gives $3\epsilon^3/k+\epsilon^3(1/\lambda-2)/(k^2x_1)$. Using $kx_1=(\lambda-1)/\lambda$, the second term is $(\epsilon^3/k)(1-2\lambda)/(\lambda-1)$, and the sum is $(\epsilon^3/k)(\lambda-2)/(\lambda-1)=\epsilon^3x_1\lambda(\lambda-2)/(\lambda-1)^2$. It vanishes at $\lambda=2$.

Two limits show the range. As $p\to\infty$ at fixed $n$ and fixed $B_1(x_1)$, so that $\lambda\to\infty$, the atoms become hard spheres: the correction, which equals $B_1\epsilon^2/[2(\lambda-1)]$, goes to zero, and the condition of equal $x$, which is equal $S_p^{1/p}/R$, becomes equal nearest-neighbour distance because $S_p^{1/p}\to1$. Comparing at equal bond length is thus the hard-core limit of the theorem. It is $p$ that must be large: a large $\lambda$ reached through a small $n$ at fixed $p$ removes the correction but leaves the distances at equal repulsion unequal, in the ratio $2^{-1/p}$ for 6 neighbours against 12, which is $0.955$ at $p=15$. As $\lambda\to1$ the curvature vanishes, the correction diverges, and a small $\epsilon$ moves the equilibrium far.

At $\lambda=2$ one has $p=2n$, the lattice sums cancel in $\beta_s$, and $\beta_s=b_s$. Writing $x=A\mu_2$ with $A=\tfrac12cn_{\rm o}$, the energy is $U=x-b\sqrt{x/A}$; setting $U'=1-b/(2\sqrt{Ax})$ to zero gives $x=b^2/4A$ and

$$U_{\min}=\frac{b^2}{4A}-\frac{b^2}{2A}=-\frac{b^2}{4A}.$$

The structure with the largest $b$ at the given filling is the most stable, and second-moment scaling ranks structures without error. The formulas reduce to $\Delta U=-x_1(2\epsilon+\epsilon^2)$, $D(x_1)=-2x_1\epsilon$ and $D(x_2)=-2x_1\epsilon(1+\epsilon)$, so the mean of the bounds, $-x_1(2\epsilon+\epsilon^2)$, is exact. This exactness needs the single scale. With several on-site levels, or with exponential laws and several shells, $b$ drifts with $R$, and even for $\phi=cM$ the recipe is correct to first order only. The rhombus, with exponential laws and three different distances (and $\phi\propto h^3$ rather than $h^2$), shows this loss of the single scale: there $B_1=-0.237051$ Ha is not equal to $-(p/q)x_1=-3\times0.081316$ Ha.

For $\lambda\ne2$ the second moments at equal repulsion are in general different. Dividing $\mu_2=ah_0^2[2x/(\phi_0S_p)]^{2/\lambda}S_{2n}$ for the two structures at the same $x$,

$$r=\frac{\mu_{2,2}}{\mu_{2,1}}=\frac{S_{2n,2}}{S_{2n,1}}\left(\frac{S_{p,1}}{S_{p,2}}\right)^{2/\lambda},$$

which is $(z_2/z_1)^{1-2/\lambda}$ for single shells. Comparing with the definition of $\beta$, $1+\epsilon=(b_2/b_1)\sqrt r$. Let $B_1$ now stand for $B_1(x_1)$. The estimate from equal second moments is $L=-(b_2-b_1)\sqrt{\mu_{2,1}}=B_1(b_2/b_1-1)$, while the theorem gives $D(x_1)=B_1[(b_2/b_1)\sqrt r-1]$. Their difference is

$$D(x_1)-L=B_1\,\frac{b_2}{b_1}\,(\sqrt r-1)\approx B_1\left(\frac12-\frac1\lambda\right)\ln\frac{z_2}{z_1},$$

where the last form is for single shells, with $b_2\approx b_1$ and $\sqrt r-1\approx\ln\sqrt r$. This is the whole bond energy multiplied by a quantity of first order in the change of structure, so it is of the same order as the answer. Since $B_1<0$, a repulsion harder than $h^2$ favours the higher coordination beyond what second-moment scaling says, and a softer one favours the lower.

There is a physical reason why $\lambda$ near 2 is a sensible first guess. Atomic orbitals overlap, and the orthogonal Hamiltonian is an approximation to a generalized problem. Let the overlap matrix be $1+O$ with $O_{ii}=0$, and let the full Hamiltonian matrix be $\varepsilon_0(1+O)+H$ for one on-site level $\varepsilon_0$. Subtracting $\varepsilon_0(1+O)$ from both sides leaves $Hc=E(1+O)c$ with $E$ measured from $\varepsilon_0$ and $H_{ii}=0$. Löwdin orthogonalization turns this into an ordinary problem for $H'=(1+O)^{-1/2}H(1+O)^{-1/2}$, and with $(1+O)^{-1/2}=1-\tfrac12O+\dots$,

$$H'=H-\tfrac12(OH+HO)+\dots,\qquad H'_{ii}=-\sum_jO_{ij}H_{ji}+\dots$$

For $s$ orbitals $O_{ij}>0$ and $H_{ij}<0$, so each level is pushed up by a sum of pair terms. If the hopping is proportional to the overlap, as in extended Hückel theory, $O=-\kappa H$ with $\kappa>0$, and the shift is $\kappa(H^2)_{ii}$, which is $\kappa$ times the local second moment. With $N_i$ electrons in orbital $i$ the energy rises by $\kappa\sum_iN_i(H^2)_{ii}$, and for equivalent sites this is a repulsion proportional to $\mu_2$ with a coefficient independent of structure.

Equal second moment has been shown to mean equal repulsion for all pairs of structures only when $\phi=cM$, and for power laws the error of each comparison has been found in closed form. It remains to complete the overlap shift, of which only the diagonal part has been counted, and to see the sizes of the errors in a canonical $d$ band.

Numbers in the example were calculated in double precision.
